# Correcting a simulated liquid's diffusivity for the periodic box

**Question**

I am simulating a Ge-Sb-Te-like melt at 900 K in a periodic cubic box of side 3 nm. Suppose that the slope of the mean-square displacement gives a tracer diffusivity of $3.5\times10^{-9}$ m²/s, and that the shear viscosity of the same model liquid is 2 mPa s.

I have been told that this diffusivity depends on the box size and must be corrected with the viscosity. I don't see why. The atoms interact over a few tenths of a nanometre, the box is much larger than that, and there are no walls. Why should the box matter, which way does the correction go, and how large is it here? I would also like to know where the numerical constant in the formula comes from, and when the formula stops being trustworthy.

**Answer**

The forces between atoms are short-ranged, but the flow that a moving atom sets up is not. In an unbounded viscous liquid the velocity around a steadily pushed particle falls off only as the inverse distance. In a periodic box that flow meets the flows of all the periodic images, and the total momentum is also held at zero. Both effects change how easily the atom moves.

I take a cubic box of side $L$ and volume $V=L^3$, a constant shear viscosity $\eta$, incompressible slow flow, and dynamics that conserve momentum. The result is the leading one for atoms much smaller than $L$. I use SI units, because atomic units are unnatural for a viscous liquid.

**From diffusion to drag**

Let $\mu$ be the mobility, meaning the steady drift velocity of the tracer per unit applied force. Measure the tracer position $X$ relative to the centre of mass, without folding it back into the box. Now imagine a weak potential $U(X)$ that varies slowly over many box lengths. In equilibrium the probability density of $X$, smoothed over a box, is $n\propto e^{-U/k_BT}$, and there is no net current:

$$
0=-\mu n\frac{dU}{dX}-D\frac{dn}{dX}.
$$

Since $dn/dX=-(n/k_BT)\,dU/dX$, the two terms cancel if

$$
D=k_BT\,\mu .
$$

Because $X$ is measured from the centre of mass, a force $F$ on the tracer comes with an opposite force spread over the whole liquid. The total momentum therefore stays zero. This counterforce will matter below.

So the question becomes: how does the mobility in the periodic box differ from that in an unbounded liquid?

**The flow in the box**

Apply a force $F$ along $x$, spread over a normalized Gaussian

$$
g(\mathbf r)=(2\pi s^2)^{-3/2}e^{-r^2/2s^2},\qquad
g_k=\int g(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r=e^{-k^2s^2/2}.
$$

The width $s$ is a device that keeps the sums finite, and it will be sent to zero. Steady slow flow obeys

$$
-\nabla p+\eta\nabla^2\mathbf u+\mathbf f=0,\qquad \nabla\cdot\mathbf u=0 .
$$

Write each field as a sum over $e^{i\mathbf k\cdot\mathbf r}$ with $\mathbf k=2\pi\mathbf m/L$, where $\mathbf m$ is an integer vector. For $\mathbf k\neq0$ the force amplitude is $\mathbf f_k=F\hat{\mathbf x}\,g_k/V$, and

$$
\eta k^2\mathbf u_k+i\mathbf k p_k=\mathbf f_k,\qquad \mathbf k\cdot\mathbf u_k=0 .
$$

The scalar product of the first equation with $\mathbf k$ removes the velocity and gives $p_k=-i\,\mathbf k\cdot\mathbf f_k/k^2$. Putting this back,

$$
\mathbf u_k=\frac{1}{\eta k^2}\left[\mathbf f_k-\frac{\mathbf k(\mathbf k\cdot\mathbf f_k)}{k^2}\right].
$$

For $\mathbf k=0$ the counterforce cancels the applied force, and zero total momentum sets $\mathbf u_0=0$. That mode is absent.

Take the particle velocity to be the flow averaged with the same Gaussian. This gives a second factor $g_k$, so that

$$
\mu_{\rm box}=\frac1{\eta V}\sum_{\mathbf k\ne0}
\left(1-\frac{k_x^2}{k^2}\right)\frac{e^{-k^2s^2}}{k^2}.
$$

In a cubic box $x$, $y$ and $z$ are equivalent, so $k_x^2/k^2$ may be replaced by its average, $1/3$:

$$
\mu_{\rm box}=\frac{2}{3\eta V}\sum_{\mathbf k\ne0}\frac{e^{-k^2s^2}}{k^2}.
$$

In the unbounded liquid, $V^{-1}\sum_{\mathbf k}$ becomes $\int d^3k/(2\pi)^3$. Hence

$$
\mu_{\rm box}-\mu_\infty=\frac{2}{3\eta}S(s),\qquad
S(s)=\frac1V\sum_{\mathbf k\ne0}\frac{e^{-k^2s^2}}{k^2}
-\int\!\frac{d^3k}{(2\pi)^3}\frac{e^{-k^2s^2}}{k^2}.
$$

A Gaussian force is a poor picture of an atom's immediate surroundings. But to leading order those surroundings are the same in the box and in the unbounded liquid, so their contribution cancels in the difference. What remains is the flow at distances of order $L$.

**Where the constant comes from**

Use the identity

$$
\frac{e^{-k^2s^2}}{k^2}=\int_{s^2}^{\infty}e^{-k^2\tau}d\tau .
$$

For a fixed $\tau$, Poisson summation turns the sum over all $\mathbf k$, including zero, into a sum over periodic images:

$$
\frac1V\sum_{\mathbf k}e^{-k^2\tau}
=\sum_{\mathbf n}\frac{e^{-n^2L^2/4\tau}}{(4\pi\tau)^{3/2}} .
$$

The $\mathbf n=0$ term is the integral for the unbounded liquid, so it cancels. Restoring the omission of $\mathbf k=0$ leaves

$$
S(s)=\int_{s^2}^{\infty}\left[h(\tau)-\frac1V\right]d\tau,\qquad
h(\tau)=\sum_{\mathbf n\ne0}\frac{e^{-n^2L^2/4\tau}}{(4\pi\tau)^{3/2}} .
$$

The two terms have a direct meaning. The positive $h$ comes from the images, which are pushed the same way and carry the tracer along. The negative $1/V$ comes from the uniform counterforce, which holds it back. Neither integral converges alone, but their difference does.

For $s\ll L$, $h$ is exponentially small between $\tau=0$ and $s^2$, so moving the lower limit to zero gives

$$
S(s)\simeq-\frac{\xi}{4\pi L}+\frac{s^2}{V},\qquad \xi\equiv-4\pi L\,S(0).
$$

To evaluate $\xi$, split the integral at $\tau_0=L^2/4\alpha^2$, with any positive $\alpha$. Below $\tau_0$ use the image sum. With $w=nL/2\sqrt\tau$, each image contributes

$$
\int_0^{\tau_0}\frac{e^{-n^2L^2/4\tau}}{(4\pi\tau)^{3/2}}d\tau
=\frac{1}{2\pi^{3/2}nL}\int_{\alpha n}^{\infty}e^{-w^2}dw
=\frac{{\rm erfc}(\alpha n)}{4\pi nL},
$$

and the counterforce contributes $-\tau_0/V$. Above $\tau_0$ return to the sum over $\mathbf k\ne0$, which gives $V^{-1}\sum e^{-k^2\tau_0}/k^2$, and subtract the unbounded part,

$$
\int_{\tau_0}^{\infty}\frac{d\tau}{(4\pi\tau)^{3/2}}
=\frac{2}{(4\pi)^{3/2}\sqrt{\tau_0}}=\frac{\alpha}{2\pi^{3/2}L}.
$$

Multiplying all four pieces by $-4\pi L$ and using $k=2\pi m/L$,

$$
\xi=\frac{2\alpha}{\sqrt\pi}+\frac{\pi}{\alpha^2}
-\sum_{\mathbf n\ne0}\frac{{\rm erfc}(\alpha n)}{n}
-\frac1\pi\sum_{\mathbf m\ne0}\frac{e^{-\pi^2m^2/\alpha^2}}{m^2}.
$$

For $\alpha=\sqrt\pi$ the first two terms are $2+1=3$, and the rapidly converging sums lower this to $\xi=2.837297$. The constant thus describes the cubic lattice of images and contains nothing about the liquid. A box of another shape needs another constant, and in general a correction that depends on direction. Even the sign can change: for a box $L\times L\times L_z$ the constant for motion across the long axis is 1.25 at $L_z=2L$, passes through zero near $L_z=2.8L$ and is negative beyond that.

Since $S(0)$ is negative, the counterforce wins. With $s\to0$,

$$
\mu_{\rm box}-\mu_\infty=\frac{2}{3\eta}\left(-\frac{\xi}{4\pi L}\right)
=-\frac{\xi}{6\pi\eta L},
$$

and multiplication by $k_BT$ gives

$$
\boxed{D_\infty=D_{\rm box}+\frac{\xi k_BT}{6\pi\eta L}} .
$$

The correction is added to the simulated value. It contains no property of the tracer, so at this order Ge, Sb and Te atoms in the same box all receive the same absolute correction.

As a test of the flow calculation, the Stokes equations were solved mode by mode for $\eta=L=1$ and $s=0.06$. The mobility loss was 0.148123. The formula with the finite-width term, $(\xi-4\pi s^2)/6\pi$, gives the same six digits.

**Your numbers**

The thermal energy at 900 K is $k_BT=1.2426\times10^{-20}$ J. The Stokes factor is

$$
6\pi\eta L=6\pi(2.0\times10^{-3})(3.0\times10^{-9})
=1.1310\times10^{-10}\ {\rm kg/s}.
$$

Their ratio is $1.0987\times10^{-10}$ m²/s, and therefore

$$
\Delta D=2.837297\times1.0987\times10^{-10}
=3.12\times10^{-10}\ {\rm m^2/s},
$$

or 0.312 nm²/ns. Your diffusivity becomes

$$
D_\infty=(3.50+0.31)\times10^{-9}=3.81\times10^{-9}\ {\rm m^2/s}.
$$

The correction is 8.2 % of the corrected value. The simulated value of $3.5\times10^{-9}$ m²/s is an assumed input here; the correction itself does not depend on it.

**How slowly the effect disappears**

At fixed temperature and viscosity the correction falls as $1/L$. It is $4.68\times10^{-10}$ m²/s for a 2 nm box, $2.34\times10^{-10}$ for 4 nm and $1.56\times10^{-10}$ for 6 nm. To bring it down to 1 % of $D_\infty$ you would need

$$
L=3.0\ {\rm nm}\times\frac{0.3117}{0.01\times3.812}\approx24.5\ {\rm nm}.
$$

At fixed density that box holds more than 500 times as many atoms as yours, so correcting is far cheaper than enlarging.

If you don't know the viscosity, run two boxes at the same temperature and density. To leading order $D_{\rm box}(L)=D_\infty-c/L$, and then

$$
2D_{\rm box}(2L)-D_{\rm box}(L)
=2D_\infty-\frac{c}{L}-D_\infty+\frac{c}{L}=D_\infty .
$$

The unknown $c$ drops out. The price is statistical: for independent runs with equal standard error $\sigma$, the combination has error $\sqrt{2^2+1^2}\,\sigma=\sqrt5\,\sigma$. With three or more sizes you can also see whether the data follow a straight line in $1/L$.

There is a useful special case. If the tracer obeyed the Stokes–Einstein law for a stick sphere of radius $a_h$, $D_\infty=k_BT/6\pi\eta a_h$, the relative correction would be

$$
\frac{\Delta D}{D_\infty}=\xi\frac{a_h}{L}.
$$

Temperature and viscosity then cancel, and the ratio of lengths alone sets the relative error. For your numbers $a_h=L(1.0987\times10^{-10})/(3.81\times10^{-9})\approx0.09$ nm, which is below a rough atomic radius of 0.15 nm. With these assumed inputs, the stick-sphere law with that radius would not describe the atom's local drag well. The box correction doesn't need it, because that local drag has cancelled.

**The same result in time, and what it demands of the run**

The diffusivity is also the time integral of the correlation of one component of the tracer's velocity. Thermal motion of the liquid contains shear modes, two transverse directions for each $\mathbf k$. Compression modes are left out because the flow is taken to be incompressible. The kinetic energy of a pair $\mathbf k,-\mathbf k$ in one transverse direction is $\rho V|u_k|^2$, where $\rho$ is the mass density. The complex amplitude has two real components, each with mean energy $k_BT/2$, so $\langle|u_k|^2\rangle=k_BT/\rho V$. With a constant viscosity, each mode decays at the rate $\eta k^2/\rho$. If the tracer hardly moves during that decay,

$$
D_{\rm box}=\frac23\sum_{\mathbf k\ne0}\frac{k_BT}{\rho V}e^{-k^2s^2}
\int_0^\infty e^{-\eta k^2t/\rho}dt
=\frac{2k_BT}{3\eta V}\sum_{\mathbf k\ne0}\frac{e^{-k^2s^2}}{k^2},
$$

which is $k_BT\mu_{\rm box}$ again. The density has cancelled, but it sets the time needed. The slowest mode has $k=2\pi/L$ and decay time

$$
t_1=\frac{\rho L^2}{4\pi^2\eta}=0.68\ {\rm ps}
$$

for a rough density of 6 g/cm³. Fit the mean-square displacement at lag times well beyond this. This estimate assumes that stress relaxes much faster than $t_1$. If it relaxes with a single time $\tau=\eta/G_\infty$, where $G_\infty$ is the high-frequency shear modulus, the slowest mode oscillates for $\tau>t_1/4$. Its envelope then decays in $2\tau$, which exceeds $t_1$ once $\tau>t_1/2$. For $G_\infty$ between 2 and 10 GPa, $\tau$ lies between 1 and 0.2 ps, comparable to $t_1$. So check also that the fitted slope no longer changes with the lag time.

The assumption that the tracer hardly moves requires $D\rho/\eta\ll1$. Here the ratio is $(3.81\times10^{-9})(6000)/(2\times10^{-3})\approx0.01$, so it is satisfied to about 1 %. The tracer's motion adds $Dk^2$ to each decay rate, which replaces $\eta$ by $\eta+\rho D$ and lowers the correction by about 1.1 %, more than either short-wavelength estimate below.

The thermostat matters too. A Langevin thermostat that damps every atom at a rate $\gamma$ changes the decay rate of a shear mode to $\eta k^2/\rho+\gamma$. The slowest modes' contribution to $D$ is then multiplied by $1/(1+\gamma t_1)$. With $1/\gamma=0.68$ ps it is halved, and the boxed formula no longer applies. Use momentum-conserving dynamics, or friction so weak that $\gamma t_1\ll1$. All modes are damped, not only the slowest. Summing them for your numbers, with the Gaussian width chosen to reproduce $D_\infty$, the corrected value comes out low by about 15 % of the correction at $\gamma t_1=0.1$ and by about 1.5 % at $\gamma t_1=0.01$. In the second case, subtract the centre-of-mass motion before computing the mean-square displacement. The thermostat's random forces make the whole box diffuse, with diffusivity $k_BT/(\rho V\gamma)$, and this grows as the friction is reduced.

**How far to trust the continuum formula**

*Finite atomic size.* For a stick sphere of radius $a$ the force is spread evenly over the surface. The factor $e^{-k^2s^2}$ is then replaced by $(\sin ka/ka)^2=1-k^2a^2/3+\dots$, so the $s^2$ in $S$ becomes $a^2/3$. Thus

$$
\xi\rightarrow\xi-\frac{4\pi a^2}{3L^2}.
$$

With $a=0.15$ nm this lowers the correction by 0.37 %.

*Viscosity at short wavelengths.* A liquid made of atoms need not have the same viscosity at all wavelengths. Take as a simple model $\eta(k)=\eta/(1+\lambda^2k^2)$. The summand $e^{-k^2s^2}/k^2$ gains a term $\lambda^2e^{-k^2s^2}$. For $s\ll L$ its sum over all $\mathbf k$ equals its integral up to exponentially small terms, so the missing $\mathbf k=0$ term leaves $-\lambda^2/V$ in $S$. Hence

$$
\xi\rightarrow\xi+\frac{4\pi\lambda^2}{L^2}.
$$

A rough $\lambda=0.1$ nm raises the correction by 0.49 %. Both estimates grow as $1/L^2$ when the box shrinks, and the derivation no longer justifies the formula once $L$ is only a few atomic diameters. There, compare several box sizes before relying on it.

*The viscosity value.* This matters much more. At 1.6 mPa s the correction is $3.90\times10^{-10}$ m²/s, and at 2.4 mPa s it is $2.60\times10^{-10}$ m²/s. A 20 % error in viscosity therefore shifts the correction by +25 % or −17 %, but $D_\infty$ by only about 2 % or less. Use the viscosity of the simulated model. A measured viscosity is a substitute only if the model reproduces it, because the correction repairs an artefact of the model liquid in its box.

**Relation to a memory cell**

The values of 900 K, 2 mPa s and 6 g/cm³ are meant as rough conditions for a Ge-Sb-Te melt near its melting point. A phase-change cell does not stay there: during the quench it cools through the undercooled liquid, where the viscosity rises. With a rough activation energy of 0.3 eV, the viscosity at 850 K would be 2.51 mPa s and the correction in the same box $2.34\times10^{-10}$ m²/s, about 25 % less than at 900 K. A single activation energy should not be extended over the whole quench, so the viscosity has to be found again at each temperature. A real cell also has electrodes and dielectric walls instead of periodic images. The correction takes you from the simulated box to the bulk liquid; the effect of the cell's walls is a separate problem. The corrected bulk diffusivity is the appropriate input for a crystal-growth model that expects a bulk transport coefficient.

The numerical output lists the main values used here.

## Table of computed values

```
lattice constant xi, split sums: 2.837297
lattice constant xi, explicit neutral cells: 2.83730
test mobility loss, mode by mode (eta=L=1): 0.148123
test mobility loss, formula (eta=L=1): 0.148123
temperature: 900 K
viscosity: 2.0 mPa s
box side: 3.0 nm
thermal energy kB T: 1.2426e-20 J
Stokes factor 6 pi eta L: 1.1310e-10 kg/s
kB T / (6 pi eta L): 1.0987e-10 m^2/s
finite-size correction: 3.117e-10 m^2/s
finite-size correction: 0.312 nm^2/ns
assumed periodic-box diffusivity: 3.50e-09 m^2/s
corrected diffusivity: 3.812e-09 m^2/s
correction / corrected diffusivity: 8.2 %
correction for 2 nm box: 4.676e-10 m^2/s
correction for 4 nm box: 2.338e-10 m^2/s
correction for 6 nm box: 1.559e-10 m^2/s
box side for a 1 % correction: 24.5 nm
correction at 1.6 mPa s: 3.897e-10 m^2/s
correction at 2.4 mPa s: 2.598e-10 m^2/s
rough viscosity activation energy: 0.3 eV
viscosity at 850 K: 2.51 mPa s
correction at 850 K: 2.345e-10 m^2/s
rough atomic radius: 0.15 nm
change of correction from atomic radius: -0.37 %
rough nonlocality length: 0.10 nm
change from nonlocal viscosity: 0.49 %
rough mass density: 6.0 g/cm^3
slowest shear-mode decay time: 0.68 ps
```
